Barrier height and image permittivity from two internal-photoemission thresholds

**Problem**

Light shines on the metal side of a metal-semiconductor contact. An electron in the metal absorbs a photon and crosses the barrier into the semiconductor, where it is counted as photocurrent. The smallest photon energy that lifts an electron from the Fermi level of the metal over the top of the barrier is the threshold φ. At interface fields of 10 and 40 MV/m, which are 0.1 and 0.4 MV/cm, the thresholds are 0.765 and 0.730 eV. The field pulls electrons away from the metal.

(a) Find the barrier φ₀ at zero field and the relative permittivity ε that governs the image force.

(b) How well are they fixed if each threshold has an independent error of 0.001 eV?

(c) The thresholds above are barrier tops. What happens if they are instead read from a straight line drawn through the square root of the photocurrent?

The interface is taken as flat, the metal as an ideal conductor, and the field F as uniform out to the barrier top. Both φ₀ and ε are taken as independent of field. F is the actual field in the semiconductor. The algebra is in atomic units, with energies measured from the metal Fermi level and x the distance from the metal.

**A tempting solution**

The electron has an image of opposite charge at distance x behind the metal surface, so the two are 2x apart. Two opposite unit charges at that separation have energy −1/(2εx). With the energy −Fx from the applied field,

V(x) = φ₀ − Fx − 1/(2εx).

Setting the slope −F + 1/(2εx²) to zero gives x = 1/√(2εF). The two lowering terms are then both √(F/(2ε)), and their sum is

Δ = √(2F/ε).

The second field is four times the first, so the second lowering is twice the first. The difference of the thresholds, 0.035 eV, is therefore the first lowering itself, and

φ₀ = 0.765 + 0.035 = 0.800 eV.

For the permittivity, e²/(4πε_vac) = 1.43996 eV nm, with ε_vac the permittivity of vacuum, and 0.1 MV/cm = 0.01 V/nm. Hence

ε = 2 × 1.43996 × 0.01 / 0.035² = 23.5.

**Where it fails**

The barrier is right and the permittivity is twice too large. The fault is the energy −1/(2εx). It would be correct for an image charge held in place while the electron is carried away. The image is not held: it stands for charge on the metal surface, and it recedes as the electron recedes.

The force shows this without any appeal to the energy of a pair. On the metal surface, at distance ρ from the foot of the electron, the electron and its image produce a normal field of magnitude

E(ρ) = 2x / [ε(ρ² + x²)^(3/2)].

The factor 2 arises because the normal components of the two charges add, while the components along the surface cancel. The field pulls on the surface with tension εE²/(8π) per unit area. Summed over rings of area 2πρ dρ, the attraction is

f(x) = ∫₀^∞ (ε/8π) · 4x²/[ε²(ρ² + x²)³] · 2πρ dρ

= (x²/ε) ∫₀^∞ ρ dρ/(ρ² + x²)³

= (x²/ε) · 1/(4x⁴) = 1/(4εx²).

This is the Coulomb force between unit charges 2x apart, so the picture of an image at that distance is right. The slope of the tempting energy −1/(2εx), however, is 1/(2εx²), twice this force. The energy is minus the work needed to take the electron from x to infinity:

U(x) = −∫ₓ^∞ dz/(4εz²) = −1/(4εx).

The integration runs over the electron's own displacement. The separation from the image grows twice as fast, and integrating over the separation counts the work twice.

The error leaves φ₀ untouched because φ₀ needs no more than the proportionality of Δ to √F. A sensible barrier is therefore no evidence that the image energy is right.

**(a) The correct extraction**

The energy is

V(x) = φ₀ − Fx − 1/(4εx).

Its slope is V′ = −F + 1/(4εx²), which vanishes at

x_m = 1/(2√(εF)).

The second derivative, −1/(2εx³), is negative, so this is a maximum. There

F x_m = ½√(F/ε),

1/(4εx_m) = (1/4ε) · 2√(εF) = ½√(F/ε).

Field and image contribute equally, and the barrier top lies at

φ = φ₀ − Δ, with Δ = √(F/ε) = 2F x_m.

Call the thresholds φ₁ and φ₂ at fields F₁ < F₂, and let r = √(F₂/F₁). Subtraction removes φ₀:

φ₁ − φ₂ = (√F₂ − √F₁)/√ε,

so that

ε = [(√F₂ − √F₁)/(φ₁ − φ₂)]².

For the barrier, use Δ₂ = rΔ₁. Then φ₁ − φ₂ = (r − 1)Δ₁, and

φ₀ = φ₁ + (φ₁ − φ₂)/(r − 1) = (rφ₁ − φ₂)/(r − 1).

Here r = 2, hence

φ₀ = 2 × 0.765 − 0.730 = 0.800 eV,

Δ₁ = 0.035 eV, Δ₂ = 0.070 eV.

In practical units Δ² = (1.43996 eV nm) × F/ε, with F in eV/nm. The first lowering gives

ε = 1.43996 × 0.01 / 0.035² = 11.755, or about 11.8.

From x_m = Δ/(2F), the barrier tops lie at 0.035/(2 × 0.01) = 1.75 nm and 0.070/(2 × 0.04) = 0.875 nm from the metal. As a test, V(x) was maximized numerically with the extracted φ₀ and ε, and the two given thresholds came back to within 10⁻⁷ eV.

In the limit F → 0 the lowering vanishes and the top moves off to infinity. A real contact leaves the model before that, when x_m is no longer small compared with the distance over which the field changes. At high field the top approaches the metal, and once x_m is comparable with atomic spacings a continuum permittivity loses its meaning.

**(b) How well the two numbers are fixed**

Let σ be the error of each threshold. In φ₀ the thresholds carry the weights r/(r − 1) and −1/(r − 1). Independent errors add in squares:

σ(φ₀) = σ√(r² + 1)/(r − 1) = 0.001 × √5 = 0.0022 eV.

The permittivity varies as (φ₁ − φ₂)⁻². The difference has error √2σ, and the power −2 doubles the relative error, to first order:

σ(ε)/ε = 2√2σ/(φ₁ − φ₂) = 2.83 × 0.001/0.035 = 0.081.

Thus σ(ε) = 0.95. Even if the thresholds were uncertain by no more than their last printed digit, 0.0005 eV either way, ε could lie anywhere from 11.1 to 12.5. The third figure of 11.8 follows from the data as given, but a measurement of this precision does not establish it.

The choice of fields matters too. With F₁ kept at 0.1 MV/cm and F₂ reduced to 0.2 MV/cm, r = √2 and σ(φ₀) rises to √3σ/0.414 = 4.2σ, against 2.2σ before. As r approaches 1 the error grows without limit, because the extrapolation to zero field then rests on a vanishing difference.

Two points also cannot test the law that is fitted to them. A threshold linear in F would pass through both and reach zero field at 0.765 + 0.035/3 = 0.777 eV. A third measurement at 0.2 MV/cm can distinguish the two. The square-root law predicts 0.800 − √2 × 0.035 = 0.7505 eV, and the straight line predicts

0.765 − 0.035/3 = 0.7533 eV.

The gap is 0.0028 eV. The line's prediction is (2φ₁ + φ₂)/3, so the measured third threshold minus that prediction has error σ√(1 + 4/9 + 1/9) = 1.25σ. With σ = 0.001 eV the two laws differ by 2.3 such errors, which is suggestive rather than decisive.

**(c) Reading a threshold from the photocurrent**

The photocurrent has no sharp edge at φ. Warm electrons start above the Fermi level, and electrons slightly below the top can tunnel.

Start with the cold case without tunnelling. In Fowler's model the photon adds hν to the energy of motion normal to the surface, with a probability that does not depend on energy. The metal's electrons have a constant density of states in their transverse energy. The supply at normal energy E is then proportional to the available range of transverse energy, hν − E. With u = hν − φ > 0, the yield is

Y ∝ ∫ from φ to hν of (hν − E) dE = u²/2.

The square root of Y is a straight line that meets zero at φ, which is the reason for reading thresholds that way.

Now add tunnelling. From V″ = −1/(2εx_m³) and x_m = 1/(2√(εF)),

V″ = −4√ε F^(3/2) = −4F²/Δ.

Near its top the barrier is an inverted parabola with mω² = 4F²/Δ, where m is the electron's mass in the semiconductor. The parabola is used here for the whole barrier, a simplification whose limits are given in the last section. Let y be the distance from the top in units of 1/√(mω), and η = (E − φ)/ω. The Schrödinger equation becomes

ψ″ + (y² + 2η)ψ = 0.

Far to the right, the transmitted wave is C y^p exp(iy²/2). Inserting it and keeping the leading terms gives i(2p + 1) + 2η = 0, so p = iη − ½. Continue this wave to the far left through the upper half of the complex y plane, where y = |y|exp(iπ). The exponential returns to the same form, now a wave moving left, which is the reflected one. Over the second half of this path it is the larger of the two possible solutions, so its coefficient is reliably carried along. That coefficient is

B = C exp(iπp) = −iC exp(−πη).

Conservation of current requires the incident intensity to be |B|² + |C|². The transmission is therefore

T = |C|²/(|B|² + |C|²) = 1/[1 + exp(−2πη)] = 1/[1 + exp((φ − E)/s)],

s = ω/(2π).

This is a step blurred over a width s, with the same shape as the Fermi function, whose width is kT. Each blurred step is an average of sharp steps whose positions are spread with the density

exp(t/w)/{w[1 + exp(t/w)]²}, with w = kT or s.

This density is even in t, so its mean is zero. Its variance follows by expanding in exponentials:

w² · 2∑ₙ (−1)ⁿ⁻¹ n ∫₀^∞ t² exp(−nt) dt = 4w² ∑ₙ (−1)ⁿ⁻¹/n² = π²w²/3.

Let a be the random shift of the Fermi edge and b that of the barrier step. The yield is the average of (u + a + b)²/2, with zero in place of the square when the bracket is negative. When u is much larger than kT and s, that cutoff matters exponentially little. The cross terms average to zero, leaving

2Y ∝ u² + Q, with Q = (π²/3)[(kT)² + s²].

In this model the yield is still a parabola in hν, and its vertex is still at φ. Its square root is no longer straight. The tangent to √(u² + Q) at u₀ has slope u₀/√(u₀² + Q), so it meets zero at

u = u₀ − (u₀² + Q)/u₀ = −Q/u₀.

The straight-line reading is too low by about Q/u₀.

For numbers, take a rough silicon mass m = 0.26 electron masses. The atomic unit of field is 5142.21 MV/cm, so 0.4 MV/cm is F = 7.78 × 10⁻⁵. Then

ω² = 4√ε F^(3/2)/m = 4 × 3.43 × 6.86 × 10⁻⁷/0.26 = 3.62 × 10⁻⁵.

This gives s = 9.6 × 10⁻⁴ atomic units. One atomic unit of energy is 27.21 eV, so s = 0.0261 eV. Since s varies as F^(3/4), it is 0.0092 eV at the lower field. At 300 K, kT = 0.0259 eV, so at the higher field tunnelling blurs the threshold as much as heat does.

Take u from 0.20 to 0.34 eV, with centre u₀ = 0.27 eV. The tangent estimate of the error is

low field: 3.29 × (0.0259² + 0.0092²)/0.27 = 0.009 eV,

high field: 3.29 × (0.0259² + 0.0261²)/0.27 = 0.016 eV.

Noise-free yields computed from the supply and transmission above, and fitted by a straight line over this window, give thresholds of 0.7555 and 0.7131 eV. The shifts are 0.0095 and 0.0169 eV, close to the estimates. The extraction then returns φ₀ = 0.798 eV and ε = 8.0. The permittivity is wrong by about a third. The barrier is off by only 0.002 eV, because the two shifts happen to nearly cancel in 2φ₁ − φ₂.

Cooling does not repair this. With the barrier held fixed, the fits at 77 K give 0.7634 and 0.7209 eV, hence φ₀ = 0.806 eV, which is further off than at 300 K, and ε is again 8.0. The reason ε does not recover is in Q: the thermal term is the same at both fields and cancels from the difference φ₁ − φ₂, at fixed u₀. The tunnelling term does not cancel.

Within this model the cure is to fit the yield itself by a parabola, Y = c₂(hν)² + c₁hν + c₀, and to take the vertex, φ = −c₁/(2c₂). Over the same window at 300 K this gives 0.7650 and 0.7299 eV, hence φ₀ = 0.800 eV and ε = 11.7. The permittivity now differs from the value in part (a) by less than 0.1.

These yields are free of noise and follow the model exactly, and the method depends on both. The vertex lies well outside the window, so small errors in the yield are magnified. With 29 evenly spaced points, a random error of 0.1% in each yield scatters each vertex by about 0.003 eV, and an error of 1% scatters it by about 0.03 eV. A slow factor such as 1/(hν) in the yield, left uncorrected, moves the vertex down by about 0.15 eV. The parabola shows where the bias of the straight line comes from, but it does not by itself give thresholds good to 0.001 eV.

**Beside a real contact**

The numbers suit a metal or silicide on n-type silicon, whose static permittivity is roughly 11.7. The extracted value agrees with it, but an error of 0.95 would allow a good deal of disagreement. For a rough doping of 5 × 10¹⁶ cm⁻³, the two fields require reverse biases of about 0.04 and 9.7 V, with depletion layers 129 and 517 nm wide.

In such a layer the field falls linearly to zero over the width W. This adds Fx²/(2W) to the energy, and raises the lower-field top by 0.01 × 1.75²/(2 × 129) = 0.00012 eV, which is negligible here. At the higher field, avalanche multiplication raises the current by a factor of about 1.4 with rough ionization coefficients. Other coefficient sets, and the distance an electron must travel before it can ionize, put the factor between about 1.2 and 1.45. A factor that does not depend on photon energy leaves the vertex in place, but that distance shrinks as the electron's excess energy grows, and a rise of half a percent in the factor across the window moves the vertex up by 0.003 to 0.004 eV. The highest photon energy in the window, 0.765 + 0.34 = 1.105 eV, is just below the rough silicon gap of 1.12 eV. At 300 K, however, silicon already absorbs weakly from about 1.06 eV, with a phonon supplying the missing energy, and the resulting current may be comparable with the photoemission, depending on the metal film and the silicon. A real measurement would have to end the window lower or subtract that current.

The tunnelling width is less certain. Silicon's rough light and heavy masses, 0.19 and 0.92, give s between 0.0305 and 0.0138 eV at the higher field. The parabolic top is a more serious approximation. At depth s below the top, the tunnelling exponent of the full barrier is only 7% larger at that field. But the natural length of the parabola, 1/√(mω), is 2.25 and 1.34 nm at the two fields, more than the 1.75 and 0.875 nm between the top and the metal. The electron wave therefore feels the metal edge and is partly reflected there, so the transmission keeps rising slowly above the top.

The size of the effect can be seen by solving the wave equation in one dimension for a sharp edge, with free-electron mass and a Fermi energy of 5 eV in the metal, the image energy cut off within 0.2 nm of the edge, and ψ and ψ′/m continuous there. The vertices at 300 K then lie at about 0.813 and 0.778 eV, and φ₀ comes out near 0.85 eV; the position of the cutoff changes φ₀ by about 0.003 eV. The straight-line readings become about 0.785 and 0.741 eV, above the barrier tops instead of below them, so even the sign of the bias is reversed. The size depends on the matching rule: with ψ′ continuous in place of ψ′/m, the vertices move to about 0.835 and 0.804 eV and φ₀ to 0.87 eV. The numbers in part (c) thus illustrate how blurring biases a threshold; they are not corrections to apply to a real contact.

The assumption most exposed in a real device is that φ₀ does not depend on field. Suppose charge at the interface adds a further lowering αF, with α = 0.1 nm chosen for illustration. It amounts to 0.001 and 0.004 eV at the two fields. The image force then accounts for 0.032 eV of the threshold difference instead of 0.035 eV, and

ε = 1.43996 × 0.01/0.032² = 14.1,

φ₀ = 2 × 0.766 − 0.734 = 0.798 eV.

A dipole effect of a few thousandths of an electronvolt thus moves the permittivity by a fifth and the barrier by 0.002 eV. When the barrier tops themselves are known to about 0.001 eV, two thresholds make a good measurement of the barrier and a fragile one of the permittivity. Reading the tops from a photocurrent that well is the harder task.

Values computed for the example and the checks

```
Pairs are listed in the order low field, high field.
Interface fields: 0.1, 0.4 MV/cm
Measured thresholds: 0.765, 0.730 eV
Coulomb constant e^2/(4 pi eps0): 1.43996 eV nm
Atomic unit of field: 5142.21 MV/cm
Square root of field ratio: 2.000
Zero-field barrier: 0.8000 eV
Relative image permittivity: 11.755
Barrier lowerings: 0.0350, 0.0700 eV
Distances of barrier top from metal: 1.750, 0.875 nm
Assumed error of each threshold: 0.0010 eV
Resulting error of barrier: 0.0022 eV
Resulting error of permittivity: 0.95
Permittivity range from rounding 0.0005 eV: 11.11, 12.46
Third field: 0.2 MV/cm
Third threshold, square-root law: 0.7505 eV
Third threshold, straight line in field: 0.7533 eV
Rough silicon doping: 5.0e+16 cm^-3
Rough conduction density of states: 2.8e+19 cm^-3
Rough silicon static permittivity: 11.7
Rough silicon gap: 1.12 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Depletion widths: 129.3, 517.3 nm
Built-in potential: 0.636 V
Reverse biases needed: 0.04, 9.73 V
Rise of top from falling field: 0.00012, 0.00003 eV
Rough tunnelling mass: 0.26 electron masses
Tunnelling widths s: 0.0092, 0.0261 eV
Light and heavy masses: 0.19, 0.92 electron masses
Tunnelling widths, light mass: 0.0108, 0.0305 eV
Tunnelling widths, heavy mass: 0.0049, 0.0138 eV
Full/parabolic action at depth s, high field: 1.067
Fit window above top: 0.20, 0.34 eV
Straight-line thresholds at 300 K: 0.7555, 0.7131 eV
Straight-line barrier at 300 K: 0.7980 eV
Straight-line permittivity at 300 K: 7.99
Straight-line thresholds at 77 K: 0.7634, 0.7209 eV
Straight-line barrier at 77 K: 0.8059 eV
Straight-line permittivity at 77 K: 7.98
Parabola thresholds at 300 K: 0.7650, 0.7299 eV
Parabola barrier at 300 K: 0.8001 eV
Parabola permittivity at 300 K: 11.68
Avalanche multiplication factors: 1.000, 1.448
```
